# Why fluorescence-detected absorption peaks flatten in thick concentrated films

## Definitions and conventions

A parallel X-ray beam of photon energy $E$ falls on a flat, homogeneous film of thickness $d$. The beam makes the angle $\phi$ with the surface, and a small detector views the film at the exit angle $\theta$, also measured from the surface. The whole beam lands on the film. The energy is scanned through an absorption edge of one element, and the detector counts one fluorescence line that follows absorption at that edge.

Three absorption coefficients, each an inverse length, describe the film:

- $\mu_a(E)$ is the absorption by the measured edge alone. It is zero below the edge and carries the spectrum above it.
- $\mu_b$ is all other absorption at the incident energy, by other elements and by the other shells of the same element.
- $\mu_f$ is the total absorption at the energy of the fluorescence line.

Over the narrow range of a peak, $\mu_b$ is treated as constant; $\mu_f$ is constant because the line energy is fixed. Emission is isotropic, with a fluorescence probability that does not depend on $E$. Scattering, surface roughness, refraction and detector dead time are left out at first and sized later.

The plateau above the edge has $\mu_a=\mu_0$. Structure is described by the true excess $\chi$ and the measured excess $m$:

$$\mu_a=\mu_0(1+\chi),\qquad m=\frac{Y(\mu_0(1+\chi))}{Y(\mu_0)}-1,$$

where $Y$ is the fluorescence yield per incident photon. An undistorted measurement has $m=\chi$.

## The yield of a film

At depth $z$ the beam has travelled a distance $z/\sin\phi$, so the fraction of photons still present is $e^{-(\mu_a+\mu_b)z/\sin\phi}$. In a layer of thickness $dz$ the path is $dz/\sin\phi$, and the measured edge absorbs the fraction $\mu_a\,dz/\sin\phi$ of the photons that arrive. Fluorescence sent towards the detector travels $z/\sin\theta$ and survives with probability $e^{-\mu_f z/\sin\theta}$. The fluorescence probability, the solid angle and the detector efficiency form a constant factor that cancels in $m$; it is dropped from $Y$. Then

$$Y=\frac{\mu_a}{\sin\phi}\int_0^d e^{-Kz}\,dz=\frac{\mu_a}{K\sin\phi}\left(1-e^{-Kd}\right),\qquad K=\frac{\mu_a+\mu_b}{\sin\phi}+\frac{\mu_f}{\sin\theta}.$$

Multiplying $K$ by $\sin\phi$ gives $K\sin\phi=\mu_a+\mu_b+g\mu_f$ with $g=\sin\phi/\sin\theta$. With the abbreviation

$$\beta=\mu_b+g\mu_f$$

the yield becomes

$$Y=\frac{\mu_a}{\mu_a+\beta}\left(1-e^{-x}\right),\qquad x=\frac{(\mu_a+\beta)\,d}{\sin\phi}.$$

The film is thick when $e^{-x}\ll1$ at every energy used. The bracket is then 1 and

$$Y=\frac{\mu_a}{\mu_a+\beta}.$$

The absorption coefficient to be measured stands in both numerator and denominator. If $\mu_a\ll\beta$, the denominator is nearly constant and the yield follows $\mu_a$. If $\mu_a\gg\beta$, the two cancel and the yield tends to 1, whatever structure $\mu_a$ has.

## What happens to the photons

The thick-film yield can be split into two probabilities:

$$Y=\underbrace{\frac{\mu_a}{\mu_a+\mu_b}}_{\text{capture}}\;\underbrace{\frac{\mu_a+\mu_b}{\mu_a+\mu_b+g\mu_f}}_{\text{escape}}.$$

The first factor is the chance that an absorbed photon is taken by the measured edge and not by a competitor. The second is the survival probability averaged over the absorption depths. These depths are distributed as $p(z)=(\mu_T/\sin\phi)\,e^{-\mu_Tz/\sin\phi}$ with $\mu_T=\mu_a+\mu_b$, and

$$\int_0^\infty p(z)\,e^{-\mu_fz/\sin\theta}\,dz=\frac{\mu_T/\sin\phi}{\mu_T/\sin\phi+\mu_f/\sin\theta}=\frac{\mu_T}{\mu_T+g\mu_f}.$$

This is the cause of the flattening. In a thick film every photon is absorbed, on a peak or off it. A stronger edge cannot create more absorption events. It can win photons from the competitors, which raises the capture, and it can move the events nearer to the surface, which raises the escape. Both gains are limited, because neither probability can exceed 1.

## The law of flattening

Let $s$ be the share of the measured edge in the effective absorption on the plateau,

$$s=\frac{\mu_0}{\mu_0+\beta}.$$

It is also the thick-film yield on the plateau. Insert $\mu_a=\mu_0(1+\chi)$ and divide by the plateau yield:

$$1+m=\frac{\mu_0(1+\chi)}{\mu_0(1+\chi)+\beta}\cdot\frac{\mu_0+\beta}{\mu_0}=\frac{(1+\chi)(\mu_0+\beta)}{\mu_0+\beta+\mu_0\chi}=\frac{1+\chi}{1+s\chi}.$$

Subtracting 1 gives

$$m=\frac{1+\chi-1-s\chi}{1+s\chi}=\frac{(1-s)\,\chi}{1+s\chi}.$$

For small structure, $|s\chi|\ll1$, every feature shrinks by the same factor $1-s$. For larger structure the denominator matters: it exceeds 1 for a peak and is below 1 for a dip, so peaks are compressed more than dips. In a thick film, however strong a peak becomes, its measured excess stays below

$$m_{\max}=\frac{1-s}{s}=\frac{\beta}{\mu_0}.$$

**The saturation limit** is reached when $\eta=\beta/\mu_0$ tends to zero. Since $s=1/(1+\eta)$ and $1-s=\eta/(1+\eta)$,

$$m=\frac{\eta\chi}{1+\eta+\chi}=\frac{\eta\chi}{1+\chi}\cdot\frac{1}{1+\eta/(1+\chi)}=\frac{\eta\chi}{1+\chi}+O(\eta^2).$$

As long as $1+\chi$ stays well above $\eta$, the measured structure vanishes in proportion to $\eta$. For $\eta=0.02$ and $\chi=1.5$ the leading term is $0.02\times1.5/2.5=0.0120$; a direct sum over the layers of a film gives 0.0119. A peak that rises 150 % above the plateau appears as a ripple of about 1 %, while the plateau yield is 0.98.

The edge itself does not vanish, because below it $\mu_a=0$ and the yield is zero. It is distorted, however. The signal reaches half its plateau value where

$$\frac{\mu_a}{\mu_a+\beta}=\frac12\,\frac{\mu_0}{\mu_0+\beta}.$$

Cross-multiplication gives $2\mu_a(\mu_0+\beta)=\mu_0\mu_a+\mu_0\beta$, hence $\mu_a/\mu_0=\eta/(1+2\eta)$, which is less than one half. On a rising edge this point lies at lower energy than the true half-height, so the apparent edge position moves down.

## Why a pure element need not saturate

It is tempting to say that the peaks flatten completely once the measured element dominates the absorption. The condition $\mu_0\gg\beta$ is stricter. The measured *edge* must dominate, both over the other shells of the same element and over the absorption of the outgoing line.

Let $r$ be the edge jump ratio of the element, its absorption just above the edge divided by that just below. In a pure element $r=(\mu_0+\mu_b)/\mu_b$, so $\mu_b=\mu_0/(r-1)$. Other elements can only add to $\mu_b$, and $g\mu_f$ is positive. Therefore

$$s<\frac{\mu_0}{\mu_0+\mu_b}\le\frac{1}{1+1/(r-1)}=1-\frac1r,\qquad 1-s>\frac1r.$$

A small modulation about the plateau keeps more than the fraction $1/r$ of its size. The bound is approached for a pure element as $g\to0$, that is, for grazing incidence. Full saturation would need a very large jump ratio as well.

## Shape of a peak

Take a Lorentzian line of height $\chi_0$ and full width $w$ at half height, centred at $E_0$ on a flat plateau. With $u=2(E-E_0)/w$ the true excess is $\chi=\chi_0/(1+u^2)$. Put this into the law and multiply numerator and denominator by $1+u^2$:

$$m=\frac{(1-s)\chi_0}{1+u^2+s\chi_0}=\frac{(1-s)\chi_0}{1+s\chi_0}\cdot\frac{1}{1+u^2/(1+s\chi_0)}.$$

The line is still Lorentzian, with the height given by the law and the larger width

$$w'=w\sqrt{1+s\chi_0}.$$

The top is compressed more than the wings, so the half-height level moves down to where the line is wider. The broadening could be misread as a shorter lifetime or poorer energy resolution.

## An erbium film

The L$_3$ edge of erbium metal, near 8360 eV, has a strong peak at threshold, called a white line. Rough typical values are $\mu_0=0.20$, $\mu_b=0.12$ and $\mu_f=0.20$ per µm, a white-line excess $\chi_0=1.5$ and a width of 5 eV. Both angles are 45°, so $g=1$, and the film is 20 µm thick. Then

$$\beta=0.12+0.20=0.32\ \text{µm}^{-1},\qquad s=\frac{0.20}{0.20+0.32}=0.385.$$

On the plateau $x=0.52\times20/0.707\approx14.7$, so the film is thick. The white line appears with

$$m=\frac{0.615\times1.5}{1+0.385\times1.5}=0.585,$$

which is 39 % of its true height. Its apparent width is $5\sqrt{1.577}=6.3$ eV. A dip of $-0.50$ would appear as $-0.38$, keeping 76 % of its depth.

Every absorbed photon in this film is absorbed by erbium, yet $s$ is 0.385 and not 1. The jump ratio is $0.32/0.12=2.67$, so a small modulation keeps more than 0.375 of its size in any geometry of the model; at 45° it keeps 0.615.

The photon balance shows where the missing height went. From plateau to peak, $\mu_a$ grows by a factor 2.5. The capture rises from 0.625 to 0.806, a factor 1.29, and the escape from 0.615 to 0.756, a factor 1.23. Their product is 1.59, the measured ratio $1+m$. Meanwhile the mean absorption depth $\sin\phi/\mu_T$ falls from 2.2 to 1.1 µm. The further numbers used below are in the numerical output.

## Thin films

For finite thickness, take the logarithm of the full yield and differentiate with respect to $\ln\mu_a$ at the plateau. The three factors $\mu_a$, $1/(\mu_a+\beta)$ and $1-e^{-x}$ contribute in turn

$$\frac{d\ln Y}{d\ln\mu_a}=1-s+\frac{e^{-x}}{1-e^{-x}}\,\frac{\mu_0d}{\sin\phi}.$$

Because $\mu_0d/\sin\phi=sx$, this is

$$\frac{d\ln Y}{d\ln\mu_a}=1-s\left[1-\frac{x}{e^x-1}\right].$$

This slope is the factor by which small structure shrinks. The function $x/(e^x-1)$ falls steadily from 1 to 0 as $x$ grows, so the slope falls from 1 in a very thin film to $1-s$ in a thick one. For small $x$, $x/(e^x-1)\approx1-x/2$, and

$$\frac{d\ln Y}{d\ln\mu_a}\approx1-\frac{sx}{2}=1-\frac{\mu_0d}{2\sin\phi}.$$

At this order $\beta$ has dropped out: competitors and exit absorption weaken the signal on and off the peak alike. What remains is the shadow that the measured edge casts on the deeper layers.

A strong peak casts a deeper shadow. To first order in $x$, $Y\propto\mu_a(1-x/2)$, and $x$ increases by $\mu_0\chi d/\sin\phi$ from plateau to peak. Hence

$$1+m\approx(1+\chi)\left(1-\frac{\mu_0\chi d}{2\sin\phi}\right),\qquad\frac{\chi-m}{\chi}\approx(1+\chi)\frac{\mu_0d}{2\sin\phi}.$$

For 0.1 µm of erbium this relative loss is $2.5\times0.0141=3.5\ \%$; the full formula gives a measured excess of 1.448, a loss of 3.4 %. With the angles held at 45°, the measured excess falls to 1.09 at 1 µm, 0.73 at 3 µm and 0.585 at 20 µm. A film of 1 µm, thinner than the absorption depth, already loses more than a quarter of the white line.

## Geometry, dilution and counting noise

In a thick film the angles enter through $g$ alone. For the same 20 µm film, incidence at 5° with exit at 85° gives $s=0.593$ and a measured excess of 0.32. Reversing the angles gives $s=0.077$ and 1.24. At grazing exit, fluorescence from any appreciable depth is lost, and the detector sees a thin surface layer in which the beam is much less attenuated than in the depth seen at 45°. Grazing incidence on a thick film does the opposite: exit absorption becomes unimportant and $s$ rises towards its upper limit $\mu_0/(\mu_0+\mu_b)$, which is 0.625 for this film.

Dilution in an absorbing host also works. If the edge absorption is reduced a hundredfold while the host keeps $\beta$ unchanged, $s=0.006$ and the measured excess is 1.48. In a weakly absorbing host, $\beta$ falls along with $\mu_0$, and the flattening persists until the host dominates $\beta$. The flattening of a peak is therefore weak in two cases: when the edge is a small part of the effective absorption, $s(1+\chi)\ll1$, or when the film is thin along the beam, $\mu_0(1+\chi)d/\sin\phi\ll1$. For a dip the safe conditions are those on the plateau, $s\ll1$ or $\mu_0d/\sin\phi\ll1$. The thick-film loss is $s(1+\chi)/(1+s\chi)$, so a dip of $-0.9$ at $s=0.89$ loses 44 % of its depth although $s(1+\chi)$ is only 0.09. At grazing incidence even a film of 0.1 µm may fail the second condition.

Both thick-film remedies cost signal, because $s$ is the plateau yield. For small structure, $N$ photons (with the dropped constant factor included) give about $Ns$ counts, a change of $Ns(1-s)\chi$ counts and a counting noise of $\sqrt{Ns}$. The ratio of change to noise is

$$\sqrt N\,\chi\,\sqrt s\,(1-s).$$

Setting the derivative of its logarithm to zero, $1/(2s)=1/(1-s)$, gives $s=1/3$. This holds for a thick film with a fixed solid angle, no background and a well-measured plateau. The factor $\sqrt s(1-s)$ is 0.38 at 45° and 0.26 at 5° exit. Grazing exit gives the truer shape, but the 45° geometry gives better statistics for weak structure, provided the distortion is corrected. For strong peaks the ranking can reverse. At finite $\chi$ the factor becomes $\sqrt s(1-s)/[(1+s\chi)^{3/2}\sqrt{1+\chi}]$; at the top of the white line it is 0.12 at 45° and 0.14 at 5° exit, and the best share is $s=1/6$.

## Undoing the distortion

From $m(1+s\chi)=(1-s)\chi$ one collects the terms in $\chi$:

$$\chi=\frac{m}{1-s(1+m)}.$$

On the plateau and on peaks the correction amplifies noise. Differentiating the law,

$$\frac{dm}{d\chi}=\frac{(1-s)(1+s\chi)-(1-s)s\chi}{(1+s\chi)^2}=\frac{1-s}{(1+s\chi)^2},$$

so an error in $m$ is multiplied by $(1+s\chi)^2/(1-s)$. At the top of the erbium line this is $1.577^2/0.615=4.0$.

An error in $s$ matters too. At fixed $m$,

$$\frac{\partial\chi}{\partial s}=\frac{m(1+m)}{[1-s(1+m)]^2}=\frac{0.585\times1.585}{0.390^2}\approx6.1,$$

so an error of 0.01 in $s$ shifts the recovered excess by about 0.06. Near saturation the denominator tends to zero, and small errors in $m$ or $s$ swamp the recovered structure.

## The model beside a real film

The coefficients above are rough values for erbium metal, and 20 µm is a foil; at 45° a film below 1 µm belongs to the thin or intermediate regime. For the thick film, the largest of the corrections sized here comes from the flat plateau assumed under the white line. In a real spectrum the edge is still rising there. If the rise is modelled as an arctangent step with the same centre and width, the absorption at the centre is $0.5+1.5=2.0$ plateau units, an excess of 1.0 instead of 1.5. The true width is then 3.8 eV and the apparent width 4.35 eV, a broadening of 14 % instead of 26 %. The height law still holds if $\chi$ is the actual excess over the plateau.

At 45° the other effects are smaller for these numbers. Averaging over exit angles from 35° to 55° changes the measured excess from 0.585 to 0.587, and surface facets of equal area tilted by ±10° change it to 0.596. At grazing exit both matter much more: with incidence at 85° and exit at 5°, facets tilted by only ±3° lower the excess from 1.24 to 1.19, and averaging over exit angles from 1° to 15° lowers it to 1.09. Dead time flattens peaks by itself: if the plateau count rate times the dead time is 0.02, the excess falls to 0.567, or 3 % lower. With a rough scattering coefficient of 0.005 per µm, 1.5 % of the interactions on the plateau are scattering events, and $\mu_b$ drifts by 0.6 % over 20 eV. The critical angle for total reflection, estimated for free electrons, is 0.38°, so the 5° geometries lie well above it.

Homogeneity fails if the surface of the metal oxidizes. The signal comes from a depth of about $\sin\phi/(\mu_0+\beta)=1.36$ µm. A 10 nm surface oxide that absorbs like the metal would thus supply about $0.010/1.36=0.7\ \%$ of the plateau signal at 45°. With incidence at 85° and exit at 5°, $g\mu_f=2.29$ µm$^{-1}$ and the signal depth shrinks to $0.996/2.61=0.38$ µm, so the share grows to about 2.6 %. Restoring the peak by grazing exit thus makes the measurement more sensitive to the surface than it is at 45°.

## Computed results

```
INPUTS (rough typical values, Er metal, L3 edge)
mu_0, mu_b, mu_f = 0.20, 0.12, 0.20 1/um
edge, line energy = 8360, 6950 eV
mu_f scaled from mu_b, power 2.7: 0.198 1/um
true peak excess 1.50, true width 5.00 eV
angles 45, 45 deg; thick film 20 um
THICK FILM
beta = 0.320 1/um, s = 0.3846, slope 1-s = 0.6154
measured peak excess = 0.5854
measured/true height = 0.3902
dip of -0.50 measured as -0.3810
ceiling of measured excess = 1.600
apparent width = 6.279 eV
signal depth sin(phi)/(mu_0+beta) = 1.360 um
CAPTURE, ESCAPE, YIELD, MEAN ABSORPTION DEPTH
plateau: 0.6250, 0.6154, 0.3846, 2.210 um
peak: 0.8065, 0.7561, 0.6098, 1.140 um
SATURATION LIMIT, beta/mu_0 = 0.02
yield 0.9804, measured excess 0.01190
leading-term excess 0.01200
THICKNESS: d, slope, measured peak excess
0.1 um: 0.9860, 1.4483
1.0 um: 0.8758, 1.0900
3.0 um: 0.7204, 0.7266
20.0 um: 0.6154, 0.5854
thin-film slope law at 0.1 um: 0.9859
ANGLES: incidence, exit, s, measured peak excess
5, 85 deg: 0.5926, 0.3235
45, 45 deg: 0.3846, 0.5854
85, 5 deg: 0.0767, 1.2419
edge 100x diluted, same beta: s 0.0062, excess 1.4769
jump ratio 2.667, least slope of pure film 0.375
CORRECTION OF DATA
recovered excess 1.5000, noise gain 4.041
NEGLECTED EFFECTS
excess, exit angles 35 to 55 deg: 0.5874
excess, facets tilted by +-10 deg: 0.5958
excess, rate x dead time 0.02: 0.5674
scattering 0.005 1/um: 1.54 % of events
drift of mu_b over 20 eV: 0.64 %
with edge step, true width 3.80 eV
with edge step, apparent width 4.35 eV
critical angle (free electrons) 0.380 deg
```
